# Implicit Integration of Stiff Electron, Hole and Trap Rate Equations: verification in Python

```python
"""
Result under test: backward Euler for electron, hole and trap kinetics has, for
every step size, one admissible solution. It conserves charge, keeps the trap
occupancy between 0 and 1, lowers the free energy and relaxes to n*p = ni^2.

  dn/dt = -Rn,  dp/dt = -Rp,  Nt*df/dt = Rn - Rp
  Rn = cn*Nt*(n*(1-f) - n1*f),   Rp = cp*Nt*(p*f - p1*(1-f)),   n1*p1 = ni^2

n, p: electron and hole densities (cm^-3); f: filled fraction of traps;
g = 1-f, stored separately to keep its relative accuracy; Nt: trap density;
cn, cp: capture coefficients (cm^3/s); n1, p1: emission densities (cm^-3).
A state is (n, p, f, g); a model is (cn, cp, n1, p1, Nt).
Example: interstitial iron in boron-doped silicon, rough typical parameters.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

RTOL = 4 * np.finfo(float).eps


def trap_balance(filled, empty, state, h, model):
    """Electrons lost minus holes lost minus electrons gained by traps."""
    n, p, f, g = state
    cn, cp, n1, p1, Nt = model
    a, b = h * cn * Nt, h * cp * Nt
    lost_n = a * (n * empty - n1 * filled) / (1 + a * empty)
    lost_p = b * (p * filled - p1 * empty) / (1 + b * filled)
    gain = Nt * (filled - f) if filled <= empty else Nt * (g - empty)
    return lost_n - lost_p - gain


def implicit_step(state, h, model):
    """One backward Euler step by a bracketed scalar root."""
    n, p = state[:2]
    cn, cp, n1, p1, Nt = model
    if trap_balance(0.5, 0.5, state, h, model) > 0:
        empty = brentq(lambda e: trap_balance(1 - e, e, state, h, model),
                       0.0, 0.5, xtol=1e-300, rtol=RTOL, maxiter=2000)
        filled = 1 - empty
    else:
        filled = brentq(lambda x: trap_balance(x, 1 - x, state, h, model),
                        0.0, 0.5, xtol=1e-300, rtol=RTOL, maxiter=2000)
        empty = 1 - filled
    a, b = h * cn * Nt, h * cp * Nt
    return ((n + a * n1 * filled) / (1 + a * empty),
            (p + b * p1 * empty) / (1 + b * filled), filled, empty)


def charge(state, Nt):
    return state[1] - state[0] - Nt * state[2]


def free_energy(state, eq, Nt):
    """Free energy density divided by kT, relative to equilibrium eq."""
    total = 0.0
    for x, xe in zip(state[:2], eq[:2]):
        total += x * math.log(x / xe) - x + xe
    for x, xe in zip(state[2:], eq[2:]):
        total += Nt * x * math.log(x / xe)
    return total


def integrate(state, times, tol, model, eq):
    """Adaptive backward Euler; the two-half-step result is kept."""
    Nt = model[4]
    t, h, steps, drift = 0.0, 1e-12, 0, 0.0
    q0, energy = charge(state, Nt), free_energy(state, eq, Nt)
    fmin = fmax = state[2]
    saved = []
    for target in times:
        while t < target:
            step = min(h, target - t)
            last = step >= target - t
            full = implicit_step(state, step, model)
            half = implicit_step(state, step / 2, model)
            new = implicit_step(half, step / 2, model)
            err = max(abs(x - y) / y for x, y in zip(full, new))
            factor = 0.9 * math.sqrt(tol / max(err, 1e-30))
            factor = min(3.0, max(0.2, factor))
            if err > tol:
                h = step * factor
                continue
            new_energy = free_energy(new, eq, Nt)
            # allowance: rounding of sums of terms as large as p
            assert new_energy <= energy + 1e-13 * new[1]
            assert min(new) > 0 and new[2] < 1
            h = max(h, step * factor) if step < h else step * factor
            t = target if last else t + step
            state, energy, steps = new, new_energy, steps + 1
            drift = max(drift, abs(charge(state, Nt) - q0))
            fmin, fmax = min(fmin, state[2]), max(fmax, state[2])
        saved.append(state)
    return saved, steps, drift, fmin, fmax


# ---- random states, coefficients and step sizes over many decades ----
rng = np.random.default_rng(7)
ni = 1.0e10
worst_charge = worst_residual = 0.0
cases = 500
for _ in range(cases):
    n, p = 10 ** rng.uniform(2, 18, 2)
    z = rng.uniform(-20, 20)
    f, g = 1 / (1 + math.exp(-z)), 1 / (1 + math.exp(z))
    cn, cp = 10 ** rng.uniform(-11, -6, 2)
    p1 = 10 ** rng.uniform(4, 16)
    n1 = ni ** 2 / p1
    Nt, h = 10 ** rng.uniform(10, 17), 10 ** rng.uniform(-14, 4)
    old, model = (n, p, f, g), (cn, cp, n1, p1, Nt)
    new = implicit_step(old, h, model)
    N, P, F, G = new
    assert min(new) > 0 and F <= 1 and G <= 1
    scale = n + p + Nt + N + P
    worst_charge = max(worst_charge,
                       abs(charge(new, Nt) - charge(old, Nt)) / scale)
    cap_n, emi_n = h * cn * Nt * N * G, h * cn * Nt * n1 * F
    cap_p, emi_p = h * cp * Nt * P * F, h * cp * Nt * p1 * G
    res = [abs(N - n + cap_n - emi_n) / (N + n + cap_n + emi_n),
           abs(P - p + cap_p - emi_p) / (P + p + cap_p + emi_p),
           abs(Nt * (F - f) - cap_n + emi_n + cap_p - emi_p)
           / (Nt + cap_n + emi_n + cap_p + emi_p)]
    worst_residual = max(worst_residual, *res)
    grid = np.linspace(0, 1, 41)
    values = [trap_balance(x, 1 - x, old, h, model) for x in grid]
    assert values[0] > 0 > values[-1] and np.all(np.diff(values) < 0)
    ref_eq = (ni, ni, ni / (ni + n1), n1 / (ni + n1))
    before = free_energy(old, ref_eq, Nt)
    after = free_energy(new, ref_eq, Nt)
    assert after <= before + 1e-12 * (abs(before) + scale)
assert worst_charge < 1e-12 and worst_residual < 1e-12

# ---- silicon example, rough typical parameters ----
T = 300.0
kT = const.k * T / const.e
Nv, level = 3.0e19, 0.38
NA, Nt, flash = 1.0e16, 1.0e12, 1.0e15
sigma_n, sigma_p = 4e-14, 7e-17
v_n, v_p = 2.0e7, 1.6e7
cn, cp = sigma_n * v_n, sigma_p * v_p
p1 = Nv * math.exp(-level / kT)
n1 = ni ** 2 / p1
model = (cn, cp, n1, p1, Nt)


def neutrality(EF):
    """Net charge density with the Fermi level EF above the valence band."""
    holes = Nv * math.exp(-EF / kT)
    empty = 1 / (1 + math.exp((EF - level) / kT))
    return holes - ni ** 2 / holes - NA + Nt * empty


EF = brentq(neutrality, 0.0, 1.0, xtol=1e-16, rtol=RTOL)
p_eq = Nv * math.exp(-EF / kT)
n_eq = ni ** 2 / p_eq
f_eq = 1 / (1 + math.exp((level - EF) / kT))
eq = (n_eq, p_eq, f_eq, 1 - f_eq)
start = (n_eq + flash, p_eq + flash, f_eq, 1 - f_eq)

times = [1e-9, 1e-8, 1e-6, 4e-5, 8e-5, 1e-4, 1.1e-4, 1e-3, 1.0]
tol = 1e-6
saved, steps, drift, fmin, fmax = integrate(start, times, tol, model, eq)
final = saved[-1]
assert drift / p_eq < 1e-11
eq_error = max(abs(x / y - 1) for x, y in zip(final, eq))
assert eq_error < 1e-9

# ---- high-order reference in the variables ln n and ln(f/(1-f)) ----
Q = charge(start, Nt)


def log_rates(t, y):
    n = math.exp(y[0])
    f, g = 1 / (1 + math.exp(-y[1])), 1 / (1 + math.exp(y[1]))
    p = Q + n + Nt * f
    rn, rp = cn * (n * g - n1 * f), cp * (p * f - p1 * g)
    return [-Nt * rn / n, (rn - rp) / (f * g)]


y0 = [math.log(start[0]), math.log(f_eq / (1 - f_eq))]
ref = solve_ivp(log_rates, (0, 1e-3), y0, method="Radau", rtol=1e-9,
                atol=1e-9, dense_output=True)
assert ref.success
n_ref = [math.exp(ref.sol(t)[0]) for t in times[:-1]]
f_ref = [1 / (1 + math.exp(-ref.sol(t)[1])) for t in times[:-1]]
err_n = max(abs(s[0] / r - 1) for s, r in zip(saved, n_ref))
err_f = max(abs(s[2] / r - 1) for s, r in zip(saved, f_ref))
assert err_n < 0.05 and err_f < 0.05

coarse, coarse_steps = integrate(start, [1e-4], 4 * tol, model, eq)[:2]
fine_error = abs(saved[5][0] / n_ref[5] - 1)
coarse_error = abs(coarse[0][0] / n_ref[5] - 1)
ratio = coarse_error / fine_error
assert 1.6 < ratio < 2.5

# ---- quasi-steady recombination law against the full kinetics ----
tau_n, tau_p = 1 / (cn * Nt), 1 / (cp * Nt)


def srh(n):
    p = p_eq + n - n_eq
    return (n * p - ni ** 2) / (tau_p * (n + n1) + tau_n * (p + p1))


def crossing(density):
    return brentq(lambda t: ref.sol(t)[0] - math.log(density), 1e-8, 2e-4,
                  xtol=1e-15)


hi, lo = 9e14, 1e14
t_full = crossing(lo) - crossing(hi)
t_srh = quad(lambda n: 1 / srh(n), lo, hi)[0]
assert abs(t_srh / t_full - 1) < 0.005
tail_rate = (math.log((1e8 - n_eq) / (1e7 - n_eq))
             / (crossing(1e7) - crossing(1e8)))
tail_theory = cn * Nt * (1 - f_eq)
assert abs(tail_rate / tail_theory - 1) < 2e-3

# ---- other one-step rules with densities frozen at the flash values ----
h_big = 1e-6
fill = cn * start[0] + cp * p1
relax = cn * (start[0] + n1) + cp * (start[1] + p1)
f_explicit = f_eq + h_big * (fill - relax * f_eq)
f_trap = ((f_eq + h_big * (fill - relax * f_eq / 2))
          / (1 + h_big * relax / 2))
f_implicit = implicit_step(start, h_big, model)[2]
assert f_explicit > 1 and f_trap > 1 and 0 < f_implicit < 1
relax_eq = cn * (n_eq + n1) + cp * (p_eq + p1)
explicit_steps = 1.0 * relax_eq / 2

# ---- huge steps, and a model that breaks detailed balance ----
s, huge = start, []
for _ in range(8):
    s = implicit_step(s, 1.0, model)
    huge.append(s[0])
assert abs(s[0] / n_eq - 1) < 1e-9
s = start
for _ in range(12):
    s = implicit_step(s, 1.0, (cn, cp, 2 * n1, p1, Nt))
wrong_product = s[0] * s[1] / ni ** 2
assert abs(wrong_product - 2) < 1e-8

# ---- effects left out, with rough coefficients ----
B_rad, C_aug, S_surf, width, gap = 5e-15, 1e-30, 10.0, 0.02, 1.12
p_hi = p_eq + hi
k_srh = srh(hi) / hi
k_rad = B_rad * p_hi
k_aug = C_aug * (p_hi ** 2 + hi * p_hi)
k_surf = 2 * S_surf / width


def all_channels(n):
    p = p_eq + n
    return (srh(n) + n * (k_surf + B_rad * p + C_aug * p * (p + n)))


t_all = quad(lambda n: 1 / all_channels(n), lo, hi)[0]
assert max(k_rad, k_aug, k_surf) == k_surf and k_surf < 0.25 * k_srh
degeneracy = p_hi / (2 ** 1.5 * Nv)
heating = flash * gap * const.e / 1.66
ni2_per_K = (3 + 1.2 / kT) / T
D_iron = 1e-3 * math.exp(-0.66 / kT)
radius = const.e / (4 * math.pi * 11.7 * const.epsilon_0 * kT) * 100
pairing = 1 / (4 * math.pi * D_iron * radius * NA)
assert pairing > 100 * times[-1]

print(f"random one-step cases: {cases}; worst relative charge defect "
      f"{worst_charge:.1e}, equation residual {worst_residual:.1e}")
print(f"T = {T:.0f} K, kT = {kT:.5f} eV, ni = {ni:.1e} cm^-3, Nv = {Nv:.1e} cm^-3")
print(f"NA = {NA:.1e}, Nt = {Nt:.1e}, flash = {flash:.1e} cm^-3; "
      f"trap level {level:.2f} eV above valence band")
print(f"cross sections: electron {sigma_n:.1e}, hole {sigma_p:.1e} cm^2")
print(f"thermal velocities: electron {v_n:.1e}, hole {v_p:.1e} cm/s")
print(f"cn = {cn:.3e}, cp = {cp:.3e} cm^3/s")
print(f"n1 = {n1:.4e}, p1 = {p1:.4e} cm^-3")
print(f"tau_n = {tau_n*1e6:.3f} us, tau_p = {tau_p*1e6:.1f} us")
print(f"equilibrium: EF = {EF:.5f} eV, n = {n_eq:.5e}, p = {p_eq:.5e} cm^-3, "
      f"f = {f_eq:.5e}")
print("time (us) | n (cm^-3) | reference n (cm^-3) | f | reference f")
for t, s, r, q in zip(times, saved, n_ref, f_ref):
    print(f"{t*1e6:9.3f} | {s[0]:.4e} | {r:.4e} | {s[2]:.5e} | {q:.5e}")
print(f"final at 1 s: n = {final[0]:.5e}, p = {final[1]:.5e} cm^-3, "
      f"f = {final[2]:.5e}")
print(f"final n*p/ni^2 - 1 = {final[0]*final[1]/ni**2-1:.1e}; "
      f"largest relative distance from equilibrium {eq_error:.1e}")
print(f"occupancy range on accepted steps: {fmin:.5e} to {fmax:.5f}")
print(f"largest charge drift: {drift:.1f} cm^-3, relative to p {drift/p_eq:.1e}")
print(f"step tolerance {tol:.0e}: {steps} accepted steps to 1 s; "
      f"largest relative error n {err_n:.2e}, f {err_f:.2e}")
print(f"error of n at 100 us: {fine_error:.3e} at tolerance {tol:.0e}, "
      f"{coarse_error:.3e} at {4*tol:.0e}; ratio {ratio:.3f}")
print(f"accepted steps to 100 us at tolerance {4*tol:.0e}: {coarse_steps}")
print(f"n from {hi:.0e} to {lo:.0e} cm^-3: full {t_full*1e6:.3f} us, "
      f"quasi-steady {t_srh*1e6:.3f} us")
print(f"same fall with low-injection lifetime tau_n: "
      f"{tau_n*math.log(hi/lo)*1e6:.3f} us")
print(f"tail rate: full {tail_rate:.4e}, formula {tail_theory:.4e} s^-1")
print(f"trap relaxation rate: after flash {relax:.3e}, "
      f"at equilibrium {relax_eq:.3e} s^-1")
print(f"occupancy after one {h_big*1e6:.0f} us step: explicit {f_explicit:.1f}, "
      f"trapezoidal {f_trap:.3f}, implicit {f_implicit:.5f}")
print(f"explicit steps for 1 s at the equilibrium stability limit: "
      f"{explicit_steps:.2e}")
print(f"n after 1, 2, 3 implicit steps of 1 s: {huge[0]:.4e}, {huge[1]:.4e}, "
      f"{huge[2]:.4e} cm^-3")
print(f"n1 doubled against detailed balance: final n*p/ni^2 = {wrong_product:.6f}")
print(f"rough inputs: B = {B_rad:.0e} cm^3/s, C = {C_aug:.0e} cm^6/s, "
      f"S = {S_surf:.0f} cm/s, wafer {width*1e4:.0f} um")
print(f"rates per electron at n = {hi:.0e} cm^-3: trap {k_srh:.3e}, surface "
      f"{k_surf:.2e}, radiative {k_rad:.2e}, Auger {k_aug:.2e} s^-1")
print(f"fall time with these channels added: {t_all*1e6:.2f} us "
      f"({100*(t_all/t_srh-1):.1f} %)")
print(f"hole degeneracy correction {100*degeneracy:.4f} %; "
      f"flash heating {heating:.1e} K")
print(f"change of ni^2 per kelvin: {100*ni2_per_K:.1f} %")
print(f"iron-boron pairing time, rough: {pairing:.0f} s "
      f"(capture radius {radius*1e7:.2f} nm)")
print("every check passed")
```

Output:

```
random one-step cases: 500; worst relative charge defect 2.4e-16, equation residual 2.0e-16
T = 300 K, kT = 0.02585 eV, ni = 1.0e+10 cm^-3, Nv = 3.0e+19 cm^-3
NA = 1.0e+16, Nt = 1.0e+12, flash = 1.0e+15 cm^-3; trap level 0.38 eV above valence band
cross sections: electron 4.0e-14, hole 7.0e-17 cm^2
thermal velocities: electron 2.0e+07, hole 1.6e+07 cm/s
cn = 8.000e-07, cp = 1.120e-09 cm^3/s
n1 = 8.0649e+06, p1 = 1.2399e+13 cm^-3
tau_n = 1.250 us, tau_p = 892.9 us
equilibrium: EF = 0.20698 eV, n = 1.00010e+04, p = 9.99900e+15 cm^-3, f = 1.23853e-03
time (us) | n (cm^-3) | reference n (cm^-3) | f | reference f
    0.001 | 9.9945e+14 | 9.9945e+14 | 5.48074e-01 | 5.48182e-01
    0.010 | 9.9891e+14 | 9.9891e+14 | 9.84523e-01 | 9.84525e-01
    1.000 | 9.8691e+14 | 9.8691e+14 | 9.84654e-01 | 9.84654e-01
   40.000 | 5.2667e+14 | 5.2661e+14 | 9.72782e-01 | 9.72779e-01
   80.000 | 9.0522e+13 | 9.0420e+13 | 8.65181e-01 | 8.65051e-01
  100.000 | 6.8764e+09 | 6.7857e+09 | 1.76581e-03 | 1.75886e-03
  110.000 | 2.3494e+06 | 2.3102e+06 | 1.23871e-03 | 1.23871e-03
 1000.000 | 1.0001e+04 | 1.0001e+04 | 1.23853e-03 | 1.23853e-03
final at 1 s: n = 1.00010e+04, p = 9.99900e+15 cm^-3, f = 1.23853e-03
final n*p/ni^2 - 1 = -1.1e-16; largest relative distance from equilibrium 6.9e-15
occupancy range on accepted steps: 1.23853e-03 to 0.98482
largest charge drift: 290.0 cm^-3, relative to p 2.9e-14
step tolerance 1e-06: 16914 accepted steps to 1 s; largest relative error n 1.70e-02, f 3.95e-03
error of n at 100 us: 1.337e-02 at tolerance 1e-06, 2.782e-02 at 4e-06; ratio 2.081
accepted steps to 100 us at tolerance 4e-06: 4258
n from 9e+14 to 1e+14 cm^-3: full 70.820 us, quasi-steady 70.816 us
same fall with low-injection lifetime tau_n: 2.747 us
tail rate: full 7.9901e+05, formula 7.9901e+05 s^-1
trap relaxation rate: after flash 8.123e+08, at equilibrium 1.121e+07 s^-1
occupancy after one 1 us step: explicit 799.0, trapezoidal 1.964, implicit 0.98343
explicit steps for 1 s at the equilibrium stability limit: 5.61e+06
n after 1, 2, 3 implicit steps of 1 s: 1.2517e+09, 1.1568e+04, 1.0001e+04 cm^-3
n1 doubled against detailed balance: final n*p/ni^2 = 2.000000
rough inputs: B = 5e-15 cm^3/s, C = 1e-30 cm^6/s, S = 10 cm/s, wafer 200 um
rates per electron at n = 9e+14 cm^-3: trap 1.334e+04, surface 1.00e+03, radiative 5.45e+01, Auger 1.29e+02 s^-1
fall time with these channels added: 67.49 us (-4.7 %)
hole degeneracy correction 0.0128 %; flash heating 1.1e-04 K
change of ni^2 per kelvin: 16.5 %
iron-boron pairing time, rough: 2045 s (capture radius 4.76 nm)
every check passed
```
